# Why a 3 MV/cm field speeds vacancy hopping 33-fold in hafnia

**Question**

I am stuck on an exercise about wake-up and fatigue in ferroelectric hafnia capacitors. A doubly charged oxygen vacancy hops 0.3 nm along a field of 3 MV/cm at 300 K, and the top of the barrier is halfway between the two sites. I have to show that the field speeds up the forward hop about 33-fold.

I took the work done by the field over the hop, $qFa=0.18$ eV, and put it in a Boltzmann factor. That gives $\exp(0.18/0.025852)\approx 1060$, not 33. If I use half the distance the answer comes out, but the vacancy really does move the full 0.3 nm, so why is half correct? And how far can I trust the 33 for a real capacitor?

**Answer**

Your 1060 is a meaningful number, but it answers a different question: it compares forward hops with backward hops in the same field. The exercise compares forward hops with and without the field. For that, what counts is the energy gained before the top of the barrier.

**What sets the rate**

Let $x$ be the position of the vacancy along the field, with its starting site at $x=0$ and the next site at $x=a$. The vacancy has charge $q=+2e$ relative to the perfect crystal. It moves forward when an oxygen ion moves backward into it, so the moving mass $m$ is that of oxygen.

Assume that the vacancy is in thermal equilibrium within its starting well, and that each crossing of the top counts as one hop. The chance of finding it near $x$ is proportional to $e^{-U(x)/k_BT}$. The rate is the probability density at the top times the mean one-way thermal velocity, $\sqrt{k_BT/2\pi m}$:

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-U_{\rm top}/k_BT}}{\int_{\rm well}e^{-U(x)/k_BT}\,dx}.$$

Near the bottom of the well, $U\approx U_{\rm min}+\tfrac12Kx^2$. The integral is then a Gaussian, $e^{-U_{\rm min}/k_BT}\sqrt{2\pi k_BT/K}$, and

$$k=\nu\,e^{-\Delta E/k_BT},\qquad \nu=\frac{1}{2\pi}\sqrt{\frac{K}{m}},\qquad \Delta E=U_{\rm top}-U_{\rm min}.$$

The energy of the final site does not appear. What happens after the top changes the chance of coming back, not the rate of going over.

**What the field does**

A uniform field $F$ adds $-qFx$ to the energy. Assume for now that the landscape is rigid, meaning that the minimum and the top stay where they were. The added energies are

- start, $x=0$: zero;
- top, $x=a/2$: $-qFa/2$;
- next site, $x=a$: $-qFa$.

The forward barrier therefore falls from $E_b$ to $E_b-qFa/2$. A linear term has no second derivative, so $K$ and $\nu$ are unchanged. In the ratio of forward rates both $\nu$ and $E_b$ cancel:

$$S=\frac{k_f(F)}{k_f(0)}=\frac{\nu\,e^{-(E_b-qFa/2)/k_BT}}{\nu\,e^{-E_b/k_BT}}=\exp\!\left(\frac{qFa}{2k_BT}\right).$$

Now the numbers. Since 3 MV/cm is 0.3 V/nm, the force is $qF=2\times0.3=0.6$ eV/nm. The barrier is lowered by $0.6\times0.15=0.09$ eV, and $k_BT=0.025852$ eV, so

$$S=\exp\!\left(\frac{0.09}{0.025852}\right)=e^{3.481}\approx 32.5,$$

which is the 33-fold increase you were asked for.

**Where your 1060 belongs**

For a backward hop the top is at $x=-a/2$, where the field energy is $+qFa/2$. That barrier rises by 0.09 eV, so the backward rate is divided by $S$. Hence

$$\frac{k_f}{k_b}=\frac{S}{1/S}=S^2=\exp\!\left(\frac{qFa}{k_BT}\right)\approx1060.$$

The full hop length appears here because this ratio depends on the energy difference between neighbouring sites.

The same reasoning shows what "midpoint" contributes. If the top is at $x=sa$, the forward factor is $\exp(sqFa/k_BT)$. The previous top is at $x=-(1-s)a$, so the backward factor is $\exp[-(1-s)qFa/k_BT]$. Their ratio is still $\exp(qFa/k_BT)$, whatever $s$ is. With the other inputs held fixed, $s=0.4$ gives a forward speed-up of 16 and $s=0.6$ gives 65.

**The weak-field limit**

When $qFa/2\ll k_BT$, the exponential becomes $S\approx1+qFa/(2k_BT)$. The mean drift velocity, with $k_0$ the zero-field rate in each direction, is

$$v=a(k_f-k_b)=2ak_0\sinh\!\left(\frac{qFa}{2k_BT}\right)\approx\frac{a^2k_0}{k_BT}\,qF,$$

which is proportional to the field, as for an ordinary mobility. Here the exponent is 3.48, so the linear formula would give $S\approx4.5$ instead of 32.5. A mobility measured at low field cannot simply be multiplied by this field.

**What if the barrier is smooth?**

In a real landscape the minimum and the top shift a little when it is tilted. To see how much this matters, take a cosine barrier:

$$U(x)=\frac{E_b}{2}\left[1-\cos\frac{2\pi x}{a}\right]-qFx.$$

Setting $U'=0$ gives

$$\frac{\pi E_b}{a}\sin\frac{2\pi x}{a}=qF,\qquad\text{or}\qquad \sin\frac{2\pi x}{a}=g,\qquad g=\frac{qFa}{\pi E_b}.$$

For $g<1$ the minimum is at $x_m=(a/2\pi)\arcsin g$ and the top is at $a/2-x_m$. They have moved towards each other, so the vacancy gains field energy over a distance shorter than $a/2$. The cosine is $+\sqrt{1-g^2}$ at the minimum and $-\sqrt{1-g^2}$ at the top. Therefore

$$\Delta E=E_b\sqrt{1-g^2}-qF\left(\frac a2-2x_m\right).$$

Using $2qFx_m=(qFa/\pi)\arcsin g=E_b\,g\arcsin g$,

$$\Delta E=E_b\left[\sqrt{1-g^2}+g\arcsin g\right]-\frac{qFa}{2}.$$

For small $g$, $\sqrt{1-g^2}\approx1-g^2/2$ and $g\arcsin g\approx g^2$, so

$$\Delta E\approx E_b-\frac{qFa}{2}+\frac{E_bg^2}{2}.$$

The last term equals $(qFa)^2/(2\pi^2E_b)$. At fixed field it vanishes as $E_b$ grows, which is the rigid limit.

The curvature at the minimum is $(2\pi^2E_b/a^2)\sqrt{1-g^2}$. Since $\nu$ goes as its square root, the attempt frequency is multiplied by $(1-g^2)^{1/4}$.

Take $E_b=0.7$ eV as a rough typical value. Then $g=0.18/(0.7\pi)=0.082$, and the barrier in the field is 0.6123 eV, where the rigid model gives 0.61 eV. The lowering is 0.0877 eV, the frequency changes by only about 0.2%, and the speed-up becomes about 30. So 33 is the rigid-landscape result, and this smooth barrier reduces it by about 9%.

**How fast is the hop itself?**

The speed-up alone does not tell you whether a vacancy moves during a pulse. For the cosine well at zero field, $K=2\pi^2E_b/a^2$, so

$$\nu=\frac1a\sqrt{\frac{E_b}{2m}}\approx4.84\ \text{THz}.$$

The zero-field rate is $k_0=4.84\times10^{12}\,e^{-0.7/0.025852}\approx8.4$ s$^{-1}$, a mean wait of about 120 ms for a forward hop (half that for a hop in either direction). In the field the smooth barrier gives about 250 s$^{-1}$, or 4 ms. With 1 µs pulses, that is about 4000 pulses of the same polarity per forward hop.

This is not a prediction of the number of wake-up cycles. Pulses of opposite polarity drive the vacancy back, and hops between pulses are not counted. The absolute rate is also much less certain than $S$: an error of 0.09 eV in $E_b$ changes it by a factor of about 30, while in the rigid model $S$ does not depend on $E_b$.

**How far to trust it in a real capacitor**

A field of 3 MV/cm means 3 V across a 10 nm film, a realistic cycling condition for hafnia, and vacancy motion is one of the mechanisms invoked for wake-up and fatigue. One uncertain input is the field at the vacancy. Suppose that 0.5 nm of the 10 nm is a non-ferroelectric interface layer. Take a relative permittivity $\varepsilon=30$ in both parts and a polarization $P=20$ µC/cm² along the field (rough values). With no charge at the internal boundary, continuity of electric displacement and the fixed voltage give

$$F_{\rm layer}-F_{\rm film}=\frac{P}{\varepsilon_0\varepsilon},\qquad 0.5\,F_{\rm layer}+9.5\,F_{\rm film}=10\times3\ \text{MV/cm}.$$

The solution is 2.62 MV/cm in the ferroelectric and 10.2 MV/cm in the layer. Relative to zero local field, the rigid speed-up in the ferroelectric drops to 21. Relative to the unbiased capacitor with the same $P$ it is still 32.5, because that capacitor already has a depolarizing field of $-0.38$ MV/cm in the film: a fixed $P$ shifts the absolute rates, not the effect of the applied voltage. The second value is about twice a rough breakdown field of 5 MV/cm, and electrons can tunnel through so thin a layer, so the charge-free assumption is doubtful. Boundary charge that compensates part of $P$ reduces the field difference. With full compensation both fields return to 3 MV/cm and the rigid speed-up to 32.5, so for these inputs 21 is the uncompensated end of the range. It is not a bound. With a layer permittivity of 10 instead of 30, the film field is 1.70 MV/cm uncompensated (factor 7) and 2.73 MV/cm fully compensated (factor 24). With $\varepsilon=30$ in both parts and an uncompensated $P$ against the field, as at the start of a switching pulse, it is 3.38 MV/cm (factor 50). Near an electrode you therefore need the local field, not voltage divided by thickness.

Other changes, each made alone in the rigid model with the remaining inputs fixed, are easier to size:

- **Charge.** If the vacancy captures one electron, the exponent halves and $S=5.7$. A different charge state may also have a different barrier, which this estimate ignores.
- **Direction.** For a hop along a straight path at 45° to the field, only the component $F\cos45^\circ$ does work along the path, and $S=11.7$.
- **Temperature.** At 85 °C, $S$ falls to 18.5, but the zero-field rate rises to about 680 s$^{-1}$. The rate in the field is about $1.3\times10^4$ s$^{-1}$, compared with 274 s$^{-1}$ at 300 K. The hop is faster when hot even though the field helps it by a smaller factor.
- **Neighbours.** At a rough density of $10^{20}$ cm$^{-3}$, evenly spaced vacancies would be $r=n^{-1/3}=2.15$ nm apart. A second 2+ vacancy at that distance directly behind lowers the barrier by

$$\frac{4e^2}{4\pi\varepsilon_0\varepsilon}\left(\frac1r-\frac1{r+a/2}\right)\approx0.006\ \text{eV}.$$

This raises the rate by a factor of 1.25. If the vacancies are placed at random, the nearest one is on average only about 1.2 nm away. Directly behind at that distance, it would give a factor of about 2; directly ahead, it would slow the hop instead. If the neighbour stays put, in the rigid model it changes the rate by the same factor with and without the field, so $S$ is unchanged (for the cosine barrier a neighbour at 1.2 nm shifts $S$ by about 5%). Counting one neighbour also assumes that the vacancy charge is compensated on average. If it is not, $10^{20}$ cm$^{-3}$ of 2+ vacancies in a film of thickness $L=10$ nm add a space-charge field that reaches $qnL/(2\varepsilon_0\varepsilon)\approx6$ MV/cm at the electrodes, pointing towards each. That is twice the applied field and far outweighs the single-neighbour effect.

The formula also assumes that the top is at the midpoint. Symmetry guarantees this only when it maps the hop onto its own reverse and the path has a single top. In ferroelectric hafnia the oxygen sites are not all equivalent. A hop between two different kinds of site lacks that symmetry, so its top can lie elsewhere. The same holds for a hop between equivalent sites that has a component along the polar axis, because every symmetry operation of the polar phase preserves the direction of that axis and so cannot reverse the hop. The values 16 and 65 found above for $s=0.4$ and $s=0.6$ show how strongly the answer depends on that one word in the exercise.

All numerical values are calculated from the stated model.
